\section*{Choosing the Two Grids in PAW and Keeping the Hamiltonian Consistent}

\section{Two coarse points and four fine ones}

A plane-wave PAW calculation can be run on two real-space grids: a coarse one for the smooth wavefunctions and a finer one for the augmented density. The relation between them can be seen on a ring of length $L$ with two coarse points carrying densities $n_0,n_1$. The trigonometric interpolant through them is
\begin{equation}
n(x)=\frac{n_0+n_1}{2}+\frac{n_0-n_1}{2}\cos\frac{2\pi x}{L}.
\end{equation}
At the four fine points $x=0,L/4,L/2,3L/4$ it takes the values
\begin{equation}
m_0=n_0,\quad m_1=\tfrac12(n_0+n_1),\quad m_2=n_1,\quad m_3=\tfrac12(n_0+n_1).
\end{equation}
Let the energy be the fine-grid sum $E=(L/4)\sum_q F(m_q)$, with potential $v_q=F'(m_q)$. The chain rule gives
\begin{equation}
\frac{\partial E}{\partial n_0}=\frac L4\left(v_0+\tfrac12v_1+\tfrac12v_3\right)
=\frac L2\,\bar v_0,\qquad
\bar v_0=\tfrac12v_0+\tfrac14v_1+\tfrac14v_3 .
\end{equation}
Since $L/2$ is the weight of a coarse point, $\bar v_0$ is the potential the coarse grid must use. It is not $v_0$, the fine potential at the same place: changing $n_0$ also changes the density at the two intermediate points, and their potentials must be counted. The weights in $\bar v_0$ are the interpolation weights, transposed and rescaled by $2/4$. The same rule holds in PAW.

\section{The energy that the grids define}

Hartree atomic units are used. The cell, of volume $\Omega$, the atomic positions, the basis and both grids are held fixed. The system is spin-unpolarized, and exchange is treated in the local density approximation without correlation. Electron density is counted as positive. The pseudo-orbitals are
\begin{equation}
\tilde\psi_n(\mathbf r)=\Omega^{-1/2}\sum_{\mathbf G}c_{n\mathbf G}e^{i\mathbf G\cdot\mathbf r},
\end{equation}
with fixed occupations $f_n$. On the $N_c$ coarse points $\mathbf r_p$ they give $\tilde n_p=\sum_nf_n|\tilde\psi_n(\mathbf r_p)|^2$. The atomic projectors $p_i^a$ give the occupancy matrices
\begin{equation}
\rho^a_{ij}=\sum_nf_n\,b^{a*}_{ni}b^a_{nj},\qquad b^a_{ni}=\langle p^a_i|\tilde\psi_n\rangle .
\end{equation}

Near each nucleus the smooth density differs from the true one in charge and in higher multipole moments. Compensation functions $\hat Q^a_{ij}(\mathbf r)=\sum_L\Delta^{aL}_{ij}g^a_L(\mathbf r)$ restore the missing multipole moments; they are real and symmetric in $ij$. They are compact and sharper than $\tilde n$, so they are sampled on the $N_f$ fine points $\mathbf r_q$:
\begin{equation}
n_q=(P\tilde n)_q+\sum_a\sum_{ij}\rho^a_{ij}\hat Q^a_{ij}(\mathbf r_q),
\label{eq:nf}
\end{equation}
where $P$ is Fourier interpolation. The energy is
\begin{equation}
E=\sum_nf_n\sum_{\mathbf G}\tfrac12G^2|c_{n\mathbf G}|^2+E_f[n]+\sum_a\Delta E_a(\rho^a).
\label{eq:E}
\end{equation}
The one-centre term $\Delta E_a$ replaces the pseudo energy inside the atomic sphere by the all-electron one. Here it need only be a real differentiable function of $\rho^a$.

With $s=n-n_{\rm ion}$ and $d=n+n_{\rm core}$, where $n_{\rm ion}$ is the smeared ionic charge and $n_{\rm core}$ the partial core density, the fine-grid energy is
\begin{equation}
E_f=\frac{\Omega}{N_f}\sum_q\left[\tfrac12s_q(\mathcal Ks)_q+e_x(d_q)\right],\qquad
e_x(d)=-\tfrac34\left(\tfrac3\pi\right)^{1/3}d^{4/3}.
\end{equation}
Here the compensation charge enters the exchange term. Some PAW formulations leave it out, and then only the electrostatic part of the potential enters $\hat D$ below. For $d\le0$ we set $e_x=0$, which keeps $e_x$ continuously differentiable. The Poisson operator $\mathcal K$ multiplies the Fourier coefficient $s_{\mathbf k}$ by $\kappa_{\mathbf k}=4\pi/k^2$, with $\kappa_{\mathbf 0}=0$.

Equation~(\ref{eq:E}) is a finite sum that a program evaluates. The derivative proved below is that of this sum, not of its continuum limit.

\section{Interpolation and the filter that belongs to it}

Along one axis of length $L$, let the coarse grid have $M_c$ points and the fine grid $M_f>M_c$. In three dimensions $P$ is the product of the three one-axis operations
\begin{equation}
P_{qp}=\frac1{M_c}\sum_{|k|\le M_c/2}w_k\,e^{2\pi ik(x_q-x_p)/L}.
\end{equation}
All $w_k=1$, except that for even $M_c$ the two end values $k=\pm M_c/2$ have $w_k=\tfrac12$. These two waves coincide on the coarse points but differ on the fine ones; the equal split pairs them into a cosine and keeps $P$ real.

The returned potential $Rv$ must do the same work on a coarse density change as $v$ does on the interpolated change:
\begin{equation}
\frac{\Omega}{N_f}\sum_qv_q(P\,\delta\tilde n)_q
=\frac{\Omega}{N_c}\sum_p(Rv)_p\,\delta\tilde n_p .
\label{eq:adj}
\end{equation}
The left side is $(\Omega/N_f)\sum_p\left(\sum_qP_{qp}v_q\right)\delta\tilde n_p$. Equality for every $\delta\tilde n$ requires
\begin{equation}
R=\frac{N_c}{N_f}P^{\mathsf T}.
\end{equation}
To see what this does, insert $P$ for one axis and define $\hat v_k=M_f^{-1}\sum_qv_qe^{-2\pi ikx_q/L}$:
\begin{align}
(Rv)_p&=\frac{M_c}{M_f}\frac1{M_c}\sum_kw_k\sum_qv_q\,e^{2\pi ik(x_q-x_p)/L}\nonumber\\
&=\sum_kw_k\hat v_{-k}\,e^{-2\pi ikx_p/L}
=\sum_kw_k\hat v_k\,e^{2\pi ikx_p/L}.
\end{align}
The last step renames $k\to-k$ and uses $w_{-k}=w_k$. The filter therefore discards the Fourier coefficients that the coarse grid cannot hold. For even $M_c$ the two end coefficients are averaged, because their waves agree at the coarse points.

If the forward transform is unnormalized and the inverse divides by the number of points, zero-padding is followed by a factor $N_f/N_c$ and truncation by $N_c/N_f$.

\section{The derivative, term by term}

\subsection{The fine-grid potential}

For real $u,s$ we have $\sum_qu_q(\mathcal Ks)_q=N_f\sum_{\mathbf k}\kappa_{\mathbf k}u^*_{\mathbf k}s_{\mathbf k}$. Renaming $\mathbf k\to-\mathbf k$, with $\kappa_{-\mathbf k}=\kappa_{\mathbf k}$ and $u_{-\mathbf k}=u^*_{\mathbf k}$, turns this into $N_f\sum_{\mathbf k}\kappa_{\mathbf k}s^*_{\mathbf k}u_{\mathbf k}$, so $\mathcal K$ is symmetric. The two variations of $\tfrac12s\mathcal Ks$ are then equal and cancel the factor $\tfrac12$:
\begin{equation}
\delta E_f=\frac{\Omega}{N_f}\sum_qv_q\,\delta n_q,\qquad
v_q=(\mathcal Ks)_q-\left(\frac{3d_q}{\pi}\right)^{1/3},
\end{equation}
where the exchange part is zero for $d_q\le0$. On an even fine grid, $-\mathbf k$ is understood modulo the grid. The kernel of the cubic cell used below is even in this sense; in a skew cell it need not be even on the outermost coefficients. There $\kappa_{\mathbf k}$ is to be replaced by $\tfrac12(\kappa_{\mathbf k}+\kappa_{-\mathbf k})$, which leaves the energy unchanged and is what keeping the real part of $\mathcal Ks$ does.

Varying Eq.~(\ref{eq:nf}) and using Eq.~(\ref{eq:adj}) gives
\begin{equation}
\delta E_f=\frac{\Omega}{N_c}\sum_p(Rv)_p\,\delta\tilde n_p
+\sum_a\sum_{ij}\hat D^a_{ij}\,\delta\rho^a_{ij},\qquad
\hat D^a_{ij}=\frac{\Omega}{N_f}\sum_qv_q\hat Q^a_{ij}(\mathbf r_q).
\end{equation}
The integral $\hat D$ uses the unfiltered $v$, since the compensation charge never passed through the coarse grid.

\subsection{From densities to orbitals}

Change the coefficients by $\delta c_{n\mathbf G}$. The kinetic term changes by $2\,\mathrm{Re}\sum_nf_n\sum_{\mathbf G}\delta c^*_{n\mathbf G}\tfrac12G^2c_{n\mathbf G}$. The density changes by $\delta\tilde n_p=2\,\mathrm{Re}\sum_nf_n\,\delta\tilde\psi^*_n(\mathbf r_p)\tilde\psi_n(\mathbf r_p)$. Inserting the plane waves, whose prefactors give $1/\Omega$,
\begin{align}
\frac{\Omega}{N_c}\sum_p(Rv)_p\,\delta\tilde n_p
&=2\,\mathrm{Re}\sum_nf_n\sum_{\mathbf G\mathbf G'}\delta c^*_{n\mathbf G}V_{\mathbf G\mathbf G'}c_{n\mathbf G'},\\
V_{\mathbf G\mathbf G'}&=\frac1{N_c}\sum_p(Rv)_p\,e^{-i(\mathbf G-\mathbf G')\cdot\mathbf r_p}.
\end{align}
For the atomic terms put $D^a_{ij}=\hat D^a_{ij}+\partial\Delta E_a/\partial\rho^a_{ij}$. Since $E$ is real for every Hermitian $\rho^a$, the matrix $D^a$ is Hermitian. Dropping the label $a$,
\begin{equation}
\sum_{ij}D_{ij}\,\delta\rho_{ij}
=\sum_nf_n\sum_{ij}\left(\delta b^*_{ni}D_{ij}b_{nj}+b^*_{ni}D_{ij}\delta b_{nj}\right)
=2\,\mathrm{Re}\sum_nf_n\sum_{ij}\delta b^*_{ni}D_{ij}b_{nj},
\end{equation}
because the second term is the complex conjugate of the first. Adding the three contributions,
\begin{equation}
\delta E=2\,\mathrm{Re}\sum_nf_n\langle\delta\tilde\psi_n|\tilde H|\tilde\psi_n\rangle,\qquad
\tilde H=\tfrac12G^2+V+\sum_a\sum_{ij}|p^a_i\rangle D^a_{ij}\langle p^a_j| ,
\label{eq:H}
\end{equation}
which is the statement $\partial E/\partial c^*_{n\mathbf G}=f_n(\tilde Hc_n)_{\mathbf G}$.

Index order matters for complex orbitals. A one-centre term $\tfrac U2\sum_{ij}\rho_{ij}\rho_{ji}$, for example, contributes $U\rho_{ji}$ to $D_{ij}$, not $U\rho_{ij}$.

\subsection{What self-consistency then means}

PAW orbitals obey $\langle\tilde\psi_m|S|\tilde\psi_n\rangle=\delta_{mn}$ with $S=1+\sum_a\sum_{ij}|p^a_i\rangle q^a_{ij}\langle p^a_j|$, where $q^a_{ij}$ is the charge in $\hat Q^a_{ij}$. Rotate one orbital as $\tilde\psi\cos\theta+\phi\sin\theta$, where $\phi$ is normalized and orthogonal to the occupied orbitals in the metric $S$. By Eq.~(\ref{eq:H}),
\begin{equation}
\left.\frac{dE}{d\theta}\right|_0=2f\,\mathrm{Re}\langle\phi|\tilde H|\tilde\psi\rangle .
\label{eq:slope}
\end{equation}
If $\tilde H\tilde\psi=\varepsilon S\tilde\psi$, the right side is $2f\varepsilon\,\mathrm{Re}\langle\phi|S|\tilde\psi\rangle=0$. Mixing two occupied orbitals, $\tilde\psi_n\to\tilde\psi_n\cos\theta+\tilde\psi_m\sin\theta$ and $\tilde\psi_m\to\tilde\psi_m\cos\theta-\tilde\psi_n\sin\theta$, gives by Eq.~(\ref{eq:H}) the slope $2(f_n-f_m)\,\mathrm{Re}\langle\tilde\psi_m|\tilde H|\tilde\psi_n\rangle=2(f_n-f_m)\varepsilon_n\,\mathrm{Re}\langle\tilde\psi_m|S|\tilde\psi_n\rangle=0$, and the same holds if $\tilde\psi_m$ is first multiplied by any phase factor. A self-consistent solution is thus a stationary point of the computed energy at fixed occupations.

\section{How many coarse points are needed}

Let the basis reach index $m$ along an axis, so that $\tilde n$ contains indices from $-2m$ to $2m$. Two waves are indistinguishable on the coarse grid when their indices differ by a multiple of $M_c$. The largest difference here is $4m$, so
\begin{equation}
M_c\ge4m+1
\label{eq:rule}
\end{equation}
keeps them all distinct. Then $P\tilde n$ equals the smooth density at every fine point. Every $\mathbf G-\mathbf G'$ also lies inside the range that $R$ leaves untouched, so $V_{\mathbf G\mathbf G'}$ is the corresponding Fourier coefficient of $v$ itself. Energy and Hamiltonian equal those of a calculation done wholly on the fine grid: the filter has removed what the basis cannot feel. At $M_c=4m$ the waves $\pm2m$ merge, and the sine part of that component is lost.

The derivation of Eq.~(\ref{eq:H}) did not use Eq.~(\ref{eq:rule}). A smaller coarse grid changes the energy, through wrap-around of density components, but $\tilde H$ is still the derivative of that changed energy.

\section{What sampling does instead}

Suppose $M_f$ is a multiple of $M_c$ and $v$ is read off at the coarse points. With $v(\mathbf r_p)=\sum_{\mathbf k}\hat v_{\mathbf k}e^{i\mathbf k\cdot\mathbf r_p}$, the coarse coefficient is
\begin{equation}
\frac1{N_c}\sum_pv(\mathbf r_p)e^{-i\mathbf G\cdot\mathbf r_p}=\sum_{\mathbf K}\hat v_{\mathbf G+\mathbf K},
\end{equation}
where $\mathbf K$ runs over wave vectors whose index along each axis is a multiple of $M_c$. The terms with $\mathbf K\ne\mathbf 0$ are fine-scale structure folded onto smooth components.

Write the sampled Hamiltonian as $\tilde H+W$. Its self-consistent state satisfies $(\tilde H+W)\tilde\psi=\varepsilon S\tilde\psi$, hence $\langle\phi|\tilde H|\tilde\psi\rangle=-\langle\phi|W|\tilde\psi\rangle$. By Eq.~(\ref{eq:slope}) the energy slope is of first order in $W$. The energy excess over a nearby minimum is of second order, because $E$ is quadratic there to leading order.

\section{A worked case}

The example is a two-electron model with two centres $2.005$ bohr apart in a cube of side $8$ bohr. Its parameters are round numbers and represent no element. Each centre has one $s$ and three $p$ projectors, monopole and dipole compensation functions of radius $1.0$ bohr, and a one-centre energy that is linear plus quadratic in $\rho$. The basis has $m=3$ and 123 plane waves, so Eq.~(\ref{eq:rule}) asks for $4\times3+1=13$ coarse points per axis. The fine grid has 26.

\paragraph{Derivative.} For random complex orbitals with fractional occupations, the energy derivative along a random direction is $0.012940388$ hartree, both by finite differences and from $\tilde H$. With 10 coarse points both become $0.013119238$ hartree: the energy function has changed, and $\tilde H$ has followed it. Along the direction where filtering and sampling differ most, finite differences and the filtered Hamiltonian give $-0.245164$ hartree, while the sampled one gives $-0.241161$ hartree, an error of $0.0040$ hartree or $1.6\%$ of the derivative. The numerical check also confirms, to rounding error, that 13 coarse points reproduce the single-fine-grid energy and Hamiltonian.

\paragraph{Ground state.} The kinetic, fine-grid and one-centre energies add to
\begin{equation}
0.65569-0.70152-0.10688=-0.15271\ \text{hartree}=-4.155\ \text{eV}.
\end{equation}
This total includes the self-energy of the smeared ions, and its exchange term is evaluated on $n+n_{\rm core}$, so its absolute value is not a binding energy. The digits belong to the 26-point fine grid: with 52 points the total rises by $4\times10^{-5}$ hartree, and shifting both centres by a fraction of a grid spacing moves it by several $10^{-5}$ hartree. On centre 1 the $ss$ strength is $D_{ss}=-0.3116-0.0631=-0.3747$ hartree, from the grid and one-centre parts respectively.

\paragraph{Charge.} The smooth density holds $1.6900$ electrons; augmentation raises this to $2.0002$, against $2.0000$ from $S$. The surplus arises because the sampled compensation functions do not integrate exactly to their nominal charges; this includes the dipole functions, which are nominally neutral but acquire a small net charge on the grid. Over 40 random positions, the largest relative error of the sampled monopole is $0.15\%$ on the fine grid and $6.2\%$ on the coarse one. A centre placed in the middle of a grid cell gives slightly more, $0.18\%$ and $7.2\%$. This is one measure of what is gained by augmenting on the fine grid.

\paragraph{Sampling.} With the filtered potential, the slope of the energy at self-consistency vanishes to numerical accuracy. With the sampled potential it is $8.07\times10^{-3}$ hartree per radian along the steepest direction, as Eq.~(\ref{eq:slope}) predicts, yet the energy is too high by just $5.1\times10^{-6}$ hartree. The small energy excess hides a much larger error in the derivative.

\section{Guidance for the setting}

\begin{enumerate}
\item Fix the wavefunction cutoff first and find the largest index $m$ along each axis. Take $M_c\ge4m+1$ if wrap-around is to be excluded.
\item A smaller coarse grid is a legitimate economy if its energy error is acceptable. In the example, 10 points per axis instead of 13 leave $1000/2197=46\%$ of the points. At the ground-state orbital this changes the energy by $3.7\times10^{-5}$ hartree relative to the single fine grid. Derivatives move more: at the 10-point self-consistent orbital the 13-point energy has a slope of $1.5\times10^{-3}$ hartree per radian along the steepest direction. The figures belong to this model; test your own system.
\item Choose the fine grid by the sharpest functions placed on it: compensation charges, partial cores and the exchange potential they produce. Refine it until the energy differences you need stop changing. Moving all atoms together by a fraction of a grid spacing is a useful probe, since the continuum energy would not change.
\item Keep the fine grid the same in calculations whose energies are subtracted, because it is part of the definition of $E$. The same holds for a coarse grid with $M_c\le4m$; coarse grids that satisfy Eq.~(\ref{eq:rule}) all give the same energy.
\item Do not read consistency as convergence. A finite-difference test of $\tilde H$ can succeed on a poor grid, as the 10-point case shows; it can expose a wrong filter, provided the faulty coefficients are in use (see the next item), but not a grid that is too coarse.
\item When checking an implementation, compare derivatives rather than total energies, use complex orbitals, and include an even coarse grid with $M_c\le4m$, such as the 10-point grid above. Only then do the end coefficients $\pm M_c/2$ lie within the range $|k|\le2m$ of the density and of $\mathbf G-\mathbf G'$; on an even grid that satisfies Eq.~(\ref{eq:rule}) they are never used.
\end{enumerate}

\section*{Computed values}
\begin{verbatim}
cell side: 8.0 bohr
distance between centres: 2.0050 bohr
plane waves: 123
kinetic cutoff: 2.7758 hartree
points per axis, coarse / wrapped / fine: 13 / 10 / 26
coarse spacing: 0.6154 bohr
fine spacing: 0.3077 bohr
compensation radius, projector width: 1.0 0.7 bohr
ionic, partial-core charge per centre: 1.0 0.5 e
monopoles s, p: 0.2 0.1 e; sp dipole: 0.05 e bohr
one-centre parameters s, p, quadratic: -0.1 0.05 0.05 hartree
largest error of FFT routines vs kernels: 9.8e-15
-- random complex orbitals, occupations 2.0 1.3 0.6 --
dE/dt finite difference, 13 points: 0.012940388 hartree
dE/dt from H, 13 points: 0.012940388 hartree
dE/dt finite difference, 10 points: 0.013119238 hartree
dE/dt from H, 10 points: 0.013119238 hartree
-- direction of largest disagreement, 13 points --
dE/dt finite difference: -0.245164106 hartree
dE/dt from H, filtered potential: -0.245164106 hartree
dE/dt from H, sampled potential: -0.241161222 hartree
max |H(double) - H(single fine)|: 1.1e-16 hartree
|E(double) - E(single fine)|: 0.0e+00 hartree
-- self-consistent two-electron state --
iterations: 36
kinetic energy: 0.655690 hartree
fine-grid energy: -0.701521 hartree
one-centre energy: -0.106879 hartree
total energy: -0.152710 hartree
total energy: -4.1554 eV
occupied eigenvalue: -0.409330 hartree
next eigenvalue: -0.050875 hartree
D_ss centre 1, grid part: -0.311553 hartree
D_ss centre 1, one-centre part: -0.063145 hartree
charge of smooth density: 1.689994 e
charge after augmentation on fine grid: 2.000196 e
charge from overlap operator: 2.000000 e
largest monopole error, coarse grid: 6.19e-02
largest monopole error, fine grid: 1.50e-03
energy slope, filtered potential: -5.5e-12 hartree/rad
energy slope, sampled potential: 8.0684e-03 hartree/rad
slope predicted by exact H at sampled state: 8.0684e-03 hartree/rad
energy penalty of sampling: 5.052e-06 hartree
wrap-around energy error, 10 points: 3.708e-05 hartree
\end{verbatim}
